# Cubic splitting of 2P5/2 and the G, D, C lines of germanium

**Q.** The spherical acceptor model already gives a 2P5/2 level. What is left out, and in what model are we working?

**A.** One hole moves in the fourfold valence-band edge, described by $4\times4$ matrices $\mathbf J$ of spin 3/2, and is attracted by a point charge screened by a constant permittivity $\varepsilon$. The split-off band is taken as infinitely far away. I count hole energies upwards, so bound levels are negative, and use

$$a_0=\frac{4\pi\varepsilon_0\varepsilon\hbar^2\gamma_1}{m_0e^2},\qquad R_0=\frac{\mathrm{Ry}}{\gamma_1\varepsilon^2},$$

with momentum in units of $\hbar/a_0$. Write $\{AB\}=(AB+BA)/2$. The Luttinger Hamiltonian is then

$$H=\Big(1+\frac{5\gamma_2}{2\gamma_1}\Big)p^2-\frac{2\gamma_2}{\gamma_1}\sum_i p_i^2J_i^2-\frac{4\gamma_3}{\gamma_1}\sum_{i<j}p_ip_j\{J_iJ_j\}-\frac2r .$$

For $\mathbf p$ along $z$, $J_z=\pm3/2$ gives $(1-2\gamma_2/\gamma_1)p^2$, the heavy hole, and $J_z=\pm1/2$ gives $(1+2\gamma_2/\gamma_1)p^2$, the light hole. If $\gamma_2=\gamma_3$, the kinetic energy depends on direction only through $\mathbf p\cdot\mathbf J$, and the total $\mathbf F=\mathbf L+\mathbf J$ is conserved. The difference $\gamma_3-\gamma_2$ is what the spherical model drops.

**Q.** You could split off that difference in many ways. Why is one choice better?

**A.** Because one choice leaves no spherical part in the correction. Define

$$\mu=\frac{4\gamma_2+6\gamma_3}{5\gamma_1},\qquad \delta=\frac{\gamma_3-\gamma_2}{\gamma_1}.$$

Inserting $\gamma_3=\gamma_2+\delta\gamma_1$ into $\mu$ gives $\mu=2\gamma_2/\gamma_1+6\delta/5$, hence

$$\frac{\gamma_2}{\gamma_1}=\frac\mu2-\frac{3\delta}5,\qquad \frac{\gamma_3}{\gamma_1}=\frac\mu2+\frac{2\delta}5 .$$

Components of $\mathbf p$ commute, so $(\mathbf p\cdot\mathbf J)^2=\sum_ip_i^2J_i^2+2\sum_{i<j}p_ip_j\{J_iJ_j\}$. The terms in $\mu$ therefore add up to $\mu[\frac54p^2-(\mathbf p\cdot\mathbf J)^2]$. The terms in $\delta$ are

$$H_c=-\tfrac32p^2+\tfrac65\sum_ip_i^2J_i^2-\tfrac85\sum_{i<j}p_ip_j\{J_iJ_j\}
=2\sum_ip_i^2J_i^2-\tfrac45(\mathbf p\cdot\mathbf J)^2-\tfrac32p^2,$$

where the last form replaces the mixed products by $(\mathbf p\cdot\mathbf J)^2$. Thus

$$H=p^2-\frac2r+\mu\big[\tfrac54p^2-(\mathbf p\cdot\mathbf J)^2\big]+\delta H_c .$$

**Q.** Show that $H_c$ has no spherical part.

**A.** Use the traceless tensors $Q_{ij}=p_ip_j-\delta_{ij}p^2/3$ and $T_{ij}=\{J_iJ_j\}-\frac54\delta_{ij}$. Since $\sum_iJ_i^2=15/4$,

$$\sum_iQ_{ii}T_{ii}=\sum_ip_i^2J_i^2-\tfrac54p^2,\qquad \sum_{ij}Q_{ij}T_{ij}=(\mathbf p\cdot\mathbf J)^2-\tfrac54p^2,$$

and so $H_c=2\sum_iQ_{ii}T_{ii}-\frac45\sum_{ij}Q_{ij}T_{ij}$; the constants combine as $-\frac52+1=-\frac32$.

A symmetric traceless tensor has five independent components, two of them diagonal. Averaged over rotations, the diagonal sum becomes $\frac25$ of the full contraction, so the two terms of $H_c$ average to zero. Two rank-2 tensors combine to ranks 0 to 4, and among these only ranks 0 and 4 contain a cubic invariant. With rank 0 gone, $H_c$ is purely of rank 4.

**Q.** What does that say about 1S3/2 and 2P3/2?

**A.** A rank-4 operator has matrix elements inside a multiplet only if $2F\ge4$. For $F=3/2$ this fails, so neither level moves or splits in first order in $\delta$ at fixed $\mu$. Finite differences of a full diagonalization for the germanium parameters below give slopes under $10^{-5}R_0$ for both.

**Q.** And $F=5/2$? Six states could split in several ways.

**A.** Cubic symmetry allows two groups. The character of $F=5/2$ is 6 for the identity, $\sin270^\circ/\sin45^\circ=-\sqrt2$ for a quarter turn, and 0 for rotations by 120° and 180°. This is the sum of the characters of $\Gamma_7$ $(2,-\sqrt2,1,0)$ and $\Gamma_8$ $(4,0,-1,0)$. I use the labels of the full cubic group with the odd parity suppressed.

Let the diagonal elements of $H_c$ be $x,y,z$ for $|M|=5/2,3/2,1/2$. A rank-4 operator is orthogonal, under the trace, to the rank-0 and rank-2 operators, hence to $1$ and $M^2$:

$$x+y+z=0,\qquad 25x+9y+z=0 .$$

Subtraction gives $y=-3x$, and then $z=2x$. Call $x=A$. The fourfold axis also permits changes of $M$ by 4, which couple $5/2$ to $-3/2$ and $-5/2$ to $3/2$ by an element of size $|B|$. Each such pair has eigenvalues

$$-A\pm\sqrt{4A^2+B^2},$$

and the states $M=\pm1/2$ stay at $2A$. We thus have three doublets, two of which must coincide to form $\Gamma_8$. The two roots differ unless $A=B=0$, so one of them equals $2A$. This requires $9A^2=4A^2+B^2$, or $B^2=5A^2$, and the other root is $-4A$. Therefore

$$E(\Gamma_8)=E_0+2\delta A,\qquad E(\Gamma_7)=E_0-4\delta A .$$

The weighted mean does not move: $4(2A)+2(-4A)=0$.

**Q.** Everything now hangs on the sign of $A$. Symmetry will not give you that.

**A.** No. It needs the wave function, which mixes $L=1$ and $L=3$. In momentum space $H_c=p^2h_c(\mathbf n)$ with $\mathbf n=\mathbf p/p$, so the angular and radial parts separate. $A$ is the diagonal element for $M=5/2$, where the angular states are simple. For $L=1$ it is $|1,1;\frac32\rangle$, written as $|L,M_L;m_J\rangle$. For $L=3$ it is

$$N\big(c_1|3,1;\tfrac32\rangle+c_2|3,2;\tfrac12\rangle+c_3|3,3;-\tfrac12\rangle\big).$$

The raising operator $F_+$ must annihilate it: $\sqrt{10}\,c_1+\sqrt3\,c_2=0$ and $\sqrt6\,c_2+2c_3=0$. With $c_1=1$ this gives $c_2=-\sqrt{10/3}$, $c_3=\sqrt5$, and $N^2=1/(1+\frac{10}3+5)=3/28$.

**Q.** You still need the operator in a form that acts on these states.

**A.** Put $n_\pm=n_x\pm in_y$, $q=J_z^2-\frac54$ and $P_2=(3n_z^2-1)/2$. The diagonal products become

$$\sum_in_i^2J_i^2=\tfrac54+qP_2+\tfrac18(n_+^2+n_-^2)(J_+^2+J_-^2).$$

The mixed products are

$$n_xn_y\{J_xJ_y\}=-\tfrac1{16}(n_+^2-n_-^2)(J_+^2-J_-^2),$$
$$n_xn_z\{J_xJ_z\}+n_yn_z\{J_yJ_z\}=\tfrac12Y,\quad Y=n_z(n_+\{J_-J_z\}+n_-\{J_+J_z\}).$$

Let $X=qP_2$ and $Z=n_+^2J_-^2+n_-^2J_+^2$. Terms that change $M$ by 4 do not contribute to a diagonal element. The coefficient of $Z$ in $h_c$ is $\frac65\cdot\frac18-\frac85\cdot\frac1{16}=\frac1{20}$, because $Z$ enters the $xy$ product with sign $+\frac1{16}$. Hence

$$h_c\to\tfrac65X-\tfrac45Y+\tfrac1{20}Z,\qquad b\equiv\tfrac54-(\mathbf n\cdot\mathbf J)^2=-X-Y-\tfrac14Z .$$

The second operator is the spherical one, which we need for the wave function. The spin elements are $\langle\frac32|\{J_+J_z\}|\frac12\rangle=\sqrt3$ and $\langle\frac32|J_+^2|{-\frac12}\rangle=2\sqrt3$; $\{J_+J_z\}$ vanishes between $-\frac12$ and $\frac12$.

**Q.** Then do the angular integrals.

**A.** For $L=1$, $\langle n_z^2\rangle=(\frac13-\frac15)/\frac23=\frac15$, so $\langle P_2\rangle=-\frac15$. With $q=1$ we have $X=-\frac15$, $Y=Z=0$.

Between $L=1$ and $L=3$, I use the standard harmonics $Y_{11}=-\sqrt{3/8\pi}\,n_+$, $Y_{31}=-\frac18\sqrt{21/\pi}\,n_+(5n_z^2-1)$, $Y_{32}=\frac14\sqrt{105/2\pi}\,n_+^2n_z$ and $Y_{33}=-\frac18\sqrt{35/\pi}\,n_+^3$. With $u=n_z$, the integrals over $u$ from $-1$ to 1 are

$$\int(1-u^2)(5u^2-1)P_2\,du=\tfrac{16}{35},\quad \int(1-u^2)^2u^2du=\tfrac{16}{105},\quad \int(1-u^2)^3du=\tfrac{32}{35}.$$

Their prefactors, including $2\pi$ from the azimuth, are $3\sqrt{14}/16$, $-3\sqrt{35}/8$ and $\sqrt{210}/16$. Thus

$$\langle11|P_2|31\rangle=\tfrac{3\sqrt{14}}{35},\quad\langle11|n_zn_-|32\rangle=-\tfrac{2\sqrt{35}}{35},\quad\langle11|n_-^2|33\rangle=\tfrac{2\sqrt{210}}{35}.$$

Multiplying by $Nc_i$ and the spin elements gives $X=3s$, $Y=10s$, $Z=60s$, with $s=N\sqrt{14}/35=\sqrt6/70$.

Inside $L=3$, the traceless part of $n_in_j$ is proportional to that of $\{L_iL_j\}$, with a factor $\kappa$. In $Y_{33}$, $\langle n_z^2\rangle=\frac19$ and $\langle P_2\rangle=-\frac13$. Since $P_2\to\frac32\kappa(M_L^2-4)$, this fixes $\kappa=-2/45$. For $M_L=1,2,3$, $\langle P_2\rangle=\frac15,0,-\frac13$, while

$$\langle31|n_zn_-|32\rangle=\kappa\tfrac32\sqrt{10}=-\tfrac{\sqrt{10}}{15},\qquad\langle31|n_-^2|33\rangle=\kappa\,2\sqrt{15}=-\tfrac{4\sqrt{15}}{45}.$$

The value of $q$ is $+1$ for $m_J=\frac32$ and $-1$ for $\pm\frac12$. Counting each off-diagonal pair twice,

$$X=\tfrac3{28}\big(\tfrac15+\tfrac53\big)=\tfrac15,\quad Y=\tfrac3{28}\cdot\tfrac43=\tfrac17,\quad Z=\tfrac3{28}\big(-\tfrac{16}3\big)=-\tfrac47 .$$

The elements of $h_c$ follow:

$$a_{11}=-\tfrac6{25},\quad a_{13}=s\big(\tfrac{18}5-8+3\big)=-\tfrac{\sqrt6}{50},\quad a_{33}=\tfrac6{25}-\tfrac4{35}-\tfrac1{35}=\tfrac{17}{175}.$$

Those of $b$ are $b_{11}=\frac15$, $b_{13}=-28s=-2\sqrt6/5$, $b_{33}=-\frac15$.

**Q.** Is there a way to catch a slip in that arithmetic?

**A.** The component of $\mathbf J$ along $\mathbf n$ is $\pm\frac32$ or $\pm\frac12$, so $b$ is $-1$ for heavy and $+1$ for light holes, and $b^2=1$. Indeed $b_{11}^2+b_{13}^2=\frac1{25}+\frac{24}{25}=1$, and $b_{11}+b_{33}=0$. The elements of $h_c$ were also confirmed by explicit diagonalization of the angular matrices in the $F=5/2$ spaces.

**Q.** Now the radial part.

**A.** Let $F_1(p)$ and $F_3(p)$ be the real momentum-space radial functions, with $\int p^2(F_1^2+F_3^2)dp=1$. They belong to the lowest state of the spherical problem, whose kinetic matrix is

$$p^2\begin{pmatrix}1+\mu/5&-2\sqrt6\,\mu/5\\-2\sqrt6\,\mu/5&1-\mu/5\end{pmatrix},$$

with the Coulomb attraction acting separately in each $L$. Define $P_{LL'}=\int p^4F_LF_{L'}dp$. The expectation value of $p^2h_c$ is

$$A=-\tfrac6{25}P_{11}-\tfrac{\sqrt6}{25}P_{13}+\tfrac{17}{175}P_{33},$$

where the cross term has doubled $a_{13}$.

**Q.** Can you see the sign in any simple limit?

**A.** In two. For weak band coupling, $\delta\ll\mu\ll1$, the state is the hydrogenic 2P with $F_3\to0$. Its energy is $-\frac14$ and its kinetic energy $P_{11}=\frac14$, so $A=-\frac3{50}$. The order of the limits matters: at $\mu=0$ the levels $F=3/2$ and $5/2$ coincide, $H_c$ couples them, and the separate treatment of $F=5/2$ fails.

In the other limit the hole is purely heavy. The eigenvector of $b$ with value $-1$ satisfies $\frac65F_1=\frac{2\sqrt6}5F_3$, which gives weights $\frac25$ and $\frac35$. Then

$$A=\Big(-\tfrac{12}{125}-\tfrac6{125}+\tfrac{51}{875}\Big)\langle p^2\rangle=-\tfrac3{35}\langle p^2\rangle .$$

Both limits give $A<0$, which places $\Gamma_8$ deeper if $\delta>0$. They do not prove the sign for every mixture of heavy and light holes, so it must be calculated for the material.

**Q.** Do that for germanium.

**A.** I set the model inputs to $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, $\varepsilon=15.4$. These are rough values for germanium; a third figure only fixes the example and is not a claim about measurement. Then

$$\mu=\frac{16.8+34.2}{67}=0.761,\qquad\delta=\frac{1.5}{13.4}=0.112,$$

with $R_0=4.28$ meV and $a_0=10.9$ nm. The spherical 2P5/2 state has 43% of its weight in $L=3$, and $P_{11}=1.096$, $P_{13}=1.064$, $P_{33}=1.043$. Therefore

$$A=-0.263-0.104+0.101=-0.266 .$$

The last two terms nearly cancel, which leaves a value close to the $L=1$ term. The predicted slopes with $\delta$ are $2A=-0.532$ and $-4A=1.064$ in units of $R_0$. Finite differences of the complete Luttinger problem, with $\mu$ fixed, give the same values to the digits shown.

The radial integrals can be checked by scaling. If all lengths shrink by a factor $\lambda$, the energy is $\lambda^2T+\lambda V$. It is stationary at $\lambda=1$, so $V=-2T$ and the binding energy equals $T$. Here

$$T=1.152(1.096)+0.848(1.043)-1.492(1.064)=0.560,$$

or 2.40 meV, which agrees with the calculated spherical binding energy of 2.40 meV.

**Q.** What splitting does that give?

**A.** $\Gamma_8$ moves by $2\delta AR_0=-0.25$ meV and $\Gamma_7$ by $+0.51$ meV. The binding energies become 2.66 and 1.89 meV, with a splitting

$$6|A|\delta R_0=6(0.266)(0.1119)(4.281)=0.76\ \mathrm{meV}.$$

**Q.** A shift of 0.51 meV is hardly small. The next spherical level is bound by 1.86 meV, only 0.54 meV above 2P5/2.

**A.** That level has $F=3/2$ and is entirely $\Gamma_8$, so it cannot mix with $\Gamma_7$. It can mix with the $\Gamma_8$ part of 2P5/2, and other levels matter too. The full diagonalization settles their effect. Binding energies in meV are:

| Final level | First order | Full |
|---|---:|---:|
| 2P3/2, $\Gamma_8$ | 4.11 | 4.47 |
| 2P5/2, $\Gamma_8$ | 2.66 | 2.82 |
| 2P5/2, $\Gamma_7$ | 1.89 | 2.08 |

Enlarging the basis moves these levels by at most 0.002 meV. Higher orders deepen all three. They change the 2P5/2 splitting little, from 0.76 to 0.73 meV, because both its parts shift by similar amounts. The shift of 2P3/2, 0.36 meV, is wholly beyond first order.

The names remain useful: the first two $\Gamma_8$ levels keep 94% and 91% of their weight on the spherical 2P3/2 and 2P5/2 states.

**Q.** How do you get from levels to named lines?

**A.** For boron in germanium, the observed G, D and C lines lie at roughly 6.2, 7.9 and 8.7 meV; other acceptors have different line positions but similar spacings. All start from the 1S3/2 ground level, so its energy cancels from their spacings. A short-range potential at the impurity, the central-cell correction, acts mainly on that ground level, since P-like states have little weight at the centre. Spacings are therefore the better comparison; the calculated ones below are taken from unrounded energies, while the observed ones are differences of the rounded positions and may be off by up to 0.1 meV:

| Spacing (meV) | First order | Full | Rough observed |
|---|---:|---:|---:|
| D − G | 1.45 | 1.66 | 1.7 |
| C − D | 0.76 | 0.73 | 0.8 |

A higher photon energy means a shallower final level. This gives G: 1S3/2 → 2P3/2($\Gamma_8$), D: 1S3/2 → 2P5/2($\Gamma_8$), and C: 1S3/2 → 2P5/2($\Gamma_7$). First order supplies the D–C splitting and its sign; the D–G spacing needs the higher orders to come close.

**Q.** Could C instead end on that other $\Gamma_8$ level?

**A.** Its position does not exclude it. In the full calculation the third $\Gamma_8$ level is bound by 2.06 meV, within 0.03 meV of $\Gamma_7$. The rough parameters cannot fix the order of two levels that close. The line strengths separate them.

For a final state $|f\rangle$, sum the squared dipole elements over the four equally occupied ground states and three polarizations:

$$\sum_{i,k}|\langle f|r_k|i\rangle|^2=\langle f|\sum_kr_k\mathcal P_gr_k|f\rangle,$$

where $\mathcal P_g$ projects on the ground level. In the spherical limit this operator is a scalar, so all six 2P5/2 states give the same value. The strengths of $\Gamma_8$ and $\Gamma_7$ are then in the ratio 4:2, and the full solver gives 2 near $\delta=0$.

The absorption strength carries a further factor of photon energy. With the calculated energies, C/D would be $\frac12(8.04/7.30)=0.55$; the full cubic wave functions give 0.58. The third $\Gamma_8$ level has strength 0.08 on the same scale. In this model C is thus mainly the $\Gamma_7$ transition, with a weak companion carrying about 13% of their combined strength. Line G is weak, 0.03 of D.

**Q.** Your absolute positions are less convincing.

**A.** They are 5.65, 7.30 and 8.04 meV, about 0.6 meV below the rough observed ones; a larger basis raises them by only 0.01–0.02 meV. A large part comes from the neglected split-off band. With a rough splitting of 290 meV, a six-band calculation lowers the ground level by about 0.5 meV (0.48 in the basis used here, 0.52 once the radial basis resolves the Coulomb cusp) and the three final levels by about 0.05, 0.03 and less than 0.01 meV. With the ground level converged, the lines move to about 6.1, 7.8 and 8.6 meV, and the spacings change by only 0.02–0.03 meV. The remaining differences of about 0.1 meV, hardly more than the rounding of the observed values, may come from the central cell, which varies with the acceptor species, or from the rough inputs; this calculation does not separate them.

**Q.** When would a real sample spoil the comparison?

**A.** At 10 K, $k_BT=0.86$ meV, and the population of 2P3/2 relative to the ground level is about 0.001, so absorption starts from 1S3/2. A uniform electric field lowers the Coulomb barrier to a level of binding energy $E_b$ when $\mathcal E=\pi\varepsilon_0\varepsilon E_b^2/e^3$, which is about 120 V/cm for the final level of C. This is a classical limit for a bound final state, not an estimate of line broadening. The simpler estimate, $e\mathcal Ea_0$ equal to the C–D spacing, gives 670 V/cm and is much too lenient. For an acceptor density $n$, the length $n^{-1/3}$ equals $10a_0$ at $n=8\times10^{14}\ \mathrm{cm^{-3}}$, and with random placement the nearest neighbour is usually closer than that. The final state of C has a root-mean-square radius of about $3a_0$, and one charged neighbour at $10a_0$ already produces a field of about 80 V/cm. That is comparable with the barrier field, so at this density the impurity can no longer be taken as isolated without a further check. Strain is also absent here, and it can split the fourfold levels themselves.

## Computed values

```
gamma1 (rough): 13.4
gamma2 (rough): 4.2
gamma3 (rough): 5.7
relative permittivity (rough): 15.4
mu: 0.7612
delta: 0.1119
R0: 4.281 meV
a0: 10.92 nm
P11: 1.096 1/a0^2
P13: 1.064 1/a0^2
P33: 1.043 1/a0^2
L=3 weight in 2P5/2: 0.4349
A: -0.266 R0
Gamma8 slope, full solver: -0.5319 R0
Gamma7 slope, full solver: 1.064 R0
2P3/2 and 1S3/2 slopes: 7.3e-06, 9.7e-06 R0
Gamma8/Gamma7 strength ratio near delta=0: 2
spherical odd level 1: F=3/2, binding 4.108 meV
spherical odd level 2: F=5/2, binding 2.401 meV
spherical odd level 3: F=3/2, binding 1.857 meV
G: 2P3/2 Gamma8, binding first/full: 4.108 / 4.471 meV
D: 2P5/2 Gamma8, binding first/full: 2.656 / 2.816 meV
C: 2P5/2 Gamma7, binding first/full: 1.891 / 2.083 meV
third Gamma8 binding: 2.057 meV
ground binding, full cubic: 10.119 meV
Gamma8 level 1, weights on spherical 1,2,3: 0.936, 0.014, 0.006
Gamma8 level 2, weights on spherical 1,2,3: 0.015, 0.911, 0.003
Gamma8 level 3, weights on spherical 1,2,3: 0.012, 0.009, 0.896
first-order spacings D-G, C-D: 1.45, 0.76 meV
full spacings D-G, C-D: 1.66, 0.73 meV
rough observed spacings D-G, C-D: 1.70, 0.80 meV
rough observed G, D, C positions: 6.2, 7.9, 8.7 meV
calculated G, D, C positions: 5.65, 7.30, 8.04 meV
G, D, C strengths relative to D: 0.031, 1.000, 0.583
third Gamma8 strength relative to D: 0.08419
largest G, D, C basis shift: 0.00198 meV
third Gamma8 basis shift: 0.00226 meV
ground basis shift: 0.01328 meV
split-off energy (rough): 290 meV
split-off shifts of G, D, C final energies: -0.0540, -0.0297, -0.0047 meV
split-off shift of ground energy: -0.4820 meV
kT at 10 K: 0.8617 meV
2P3/2 to 1S3/2 population ratio at 10 K: 0.0014
field with e*field*a0 equal to C-D spacing: 671 V/cm
density for mean spacing 10 a0: 7.68e+14 cm^-3
```
